# Dimerisation of the half-filled SSH chain at fixed length: a numerical check

```python
# Half-filled SSH chain, hopping t0 - alpha*(u[n+1]-u[n]), spring (K/2)(u[n+1]-u[n])^2,
# two spins, T=0, fixed length, u[n] = (-1)^n u.  z = 2 alpha u/t0, lam = 2 alpha^2/(pi t0 K),
# L = ln(4/z), D = sqrt(cos^2+z^2 sin^2); EE, KK = complete elliptic integrals, m = 1-z^2.
# Under test: energy per site e = -(4 t0/pi)[EE - z^2/(4 lam)], EE ~ 1+(z^2/2)(L-1/2),
# unique minimum at F(z) = (KK-EE)/(1-z^2) = 1/(2 lam), z0 ~ 4 exp(-1-1/(2 lam)).
# Independent roads: real-space rings, quadrature, high-precision derivatives. Units eV, Angstrom.
import numpy as np, mpmath as mp
from scipy.special import ellipe, ellipk
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar, minimize
from scipy.constants import physical_constants as pc

pi = np.pi
t0, alpha, K = 2.5, 4.1, 21.0   # rough conventional trans-polyacetylene model values
hartree = pc['Hartree energy in eV'][0]
bohr = pc['Bohr radius'][0]*1e10
lam = 2*alpha**2/(pi*t0*K)

def ring_matrix(y, al=alpha):
    N = len(y); H = np.zeros((N, N)); n = np.arange(N)
    H[n, (n+1) % N] = -(t0-al*y); H[(n+1) % N, n] = -(t0-al*y)
    return H
def bonds(u, N):
    d = u*(-1.0)**np.arange(N)
    return np.roll(d, -1)-d
def ring_el(y, nocc, al=alpha):
    return 2*np.linalg.eigvalsh(ring_matrix(y, al))[:nocc].sum()/len(y)
def ring_total(u, N=200, al=alpha):
    y = bonds(u, N)
    return ring_el(y, N//2, al)+0.5*K*np.mean(y**2)
def ring_min(al=alpha):
    return minimize_scalar(lambda u: ring_total(u, 200, al), bounds=(0.01, 0.1),
                           method='bounded', options={'xatol': 1e-10}).x
u_of = lambda z: z*t0/(2*alpha)
e_formula = lambda z: -(4*t0/pi)*(ellipe(1-z*z)-z*z/(4*lam))
F = lambda z: (ellipk(1-z*z)-ellipe(1-z*z))/(1-z*z)
J = lambda z: (ellipe(1-z*z)*(1/z**2+1)-2*ellipk(1-z*z))/(1-z*z)**2
e0 = -4*t0/pi

# band formula, gap, undistorted energy, uniform-stretch force (ring error ~ pi^2/6N^2)
N, u = 48, 0.05
ka = 2*pi*np.arange(N//2)/N
eps = np.sqrt((2*t0*np.cos(ka))**2+(4*alpha*u*np.sin(ka))**2)
lev = np.linalg.eigvalsh(ring_matrix(bonds(u, N)))
assert np.allclose(lev, np.sort(np.r_[-eps, eps]), atol=1e-11)
assert abs(lev[N//2]-lev[N//2-1]-8*alpha*u) < 1e-11
assert abs(ring_el(np.zeros(402), 201)/e0-1) < 2e-5
slope = (ring_el(np.full(402, 1e-3), 201)-ring_el(np.full(402, -1e-3), 201))/2e-3
assert abs(slope/(4*alpha/pi)-1) < 2e-5
# total energy: ring against elliptic formula
for z in (0.13, 0.3, 0.8, 1.5):
    assert abs(ring_total(u_of(z), 300)-e_formula(z)) < 1e-10

# derivative identities and integral forms
mp.mp.dps = 40
EE = lambda z: mp.ellipe(1-z*z)
KK = lambda z: mp.ellipk(1-z*z)
for z in map(mp.mpf, ('0.13', '0.5', '1.7')):
    D = lambda th: mp.sqrt(mp.cos(th)**2+z*z*mp.sin(th)**2)
    pts = [0, 1.2, mp.pi/2]; m = 1-z*z
    Fq = mp.quad(lambda th: mp.sin(th)**2/D(th), pts)
    Jq = mp.quad(lambda th: mp.sin(th)**4/D(th)**3, pts)
    assert abs(mp.quad(D, pts)-EE(z)) < 1e-15
    assert abs(mp.diff(EE, z)-z*Fq) < 1e-15 and abs(Fq-F(float(z))) < 1e-11
    assert abs(mp.diff(KK, z)+(EE(z)-z*z*KK(z))/(z*m)) < 1e-15
    assert abs(mp.diff(lambda x: (KK(x)-EE(x))/(1-x*x), z)+z*Jq) < 1e-15
    assert abs(Jq/J(float(z))-1) < 1e-11
    th = mp.mpf('0.9')
    assert abs(m*mp.diff(lambda x: mp.sin(x)*mp.cos(x)/D(x), th)-D(th)+z*z/D(th)**3) < 1e-15
    half = 2*mp.quad(lambda t: 1/mp.sqrt((1+t*t)*(1+z*z*t*t)), [0, 1/mp.sqrt(z)])
    assert abs(half-KK(z)) < 1e-15
# bounds
for z in np.logspace(-5, -0.001, 40):
    z = mp.mpf(z)
    assert abs(KK(z)-mp.log(4/z)) <= z/2 and 1 <= EE(z) <= 1+z
# series remainders (next relative correction is O(z^2))
z = mp.mpf('1e-3'); L = mp.log(4/z)
assert abs((EE(z)-1)/(z*z/2*(L-0.5))-1) < 1e-5
assert abs((EE(z)-1-z*z/2*(L-0.5))/(3*z**4/16*(L-mp.mpf(13)/12))-1) < 1e-4
assert abs((KK(z)-L)/(z*z/4*(L-1))-1) < 1e-4
assert abs(((KK(z)-EE(z))/(1-z*z)-L+1)/(0.75*z*z*(L-mp.mpf(4)/3))-1) < 1e-4
# F decreasing, F(1) = pi/4
Fd = lambda z: quad(lambda t: np.sin(t)**2/np.sqrt(np.cos(t)**2+(z*np.sin(t))**2), 0, pi/2, limit=200)[0]
assert np.all(np.diff([Fd(z) for z in np.linspace(0.02, 5, 60)]) < 0)
assert abs(Fd(1-1e-6)-pi/4) < 1e-5 and Fd(500.0) < 0.01
# weak coupling: gain wins, location of minimum, break-even point, depth
for l in map(mp.mpf, ('0.1', '0.05', '0.03')):
    de = lambda x: -(4/mp.pi)*(EE(x)-1-x*x/(4*l))
    zw_, zc_ = 4*mp.exp(-1-1/(2*l)), 4*mp.exp(-0.5-1/(2*l))
    assert de(zw_) < de(0.99*zw_) < 0 and de(zw_) < de(1.01*zw_)
    assert de(1e-3*zw_) < 0 and de(0.99*zc_) < 0 < de(1.01*zc_)
    assert abs(de(zw_)/(-zw_**2/mp.pi)-1) < 1e-3

# worked example
zw = 4*np.exp(-1-1/(2*lam)); Lw = np.log(4/zw)
corr = 0.75*zw**2*(Lw-4/3); z1 = zw*np.exp(corr)
z0 = brentq(lambda z: F(z)-1/(2*lam), 1e-4, 0.9, xtol=1e-14); u0 = u_of(z0)
ur = ring_min()
assert abs(ur/u0-1) < 1e-5
assert abs(z1-z0) < 0.2*abs(zw-z0) and abs(z1/z0-1) < 5e-3
zc = brentq(lambda z: e_formula(z)-e0, z0, 0.9)
assert ring_total(0.99*u_of(zc)) < e0 < ring_total(1.01*u_of(zc))
h = 2e-4
curv_ring = (ring_total(u0+h)-2*ring_total(u0)+ring_total(u0-h))/h**2
curv = 16*alpha**2/(pi*t0)*z0**2*J(z0)
assert abs(curv_ring/curv-1) < 1e-4
sens = 1/(lam*z0**2*J(z0))-1
sens_ring = np.log(ring_min(alpha*1.005)/ring_min(alpha/1.005))/(2*np.log(1.005))
assert abs(sens_ring/sens-1) < 2e-3

# relax all bonds at fixed length from a randomly perturbed alternation
N = 100; n = np.arange(N)
def energy_grad(x):
    y = x-x.mean(); w, v = np.linalg.eigh(ring_matrix(y))
    P = v[:, :N//2]@v[:, :N//2].T
    g = 4*alpha*P[n, (n+1) % N]+K*y
    return 2*w[:N//2].sum()+0.5*K*y@y, g-g.mean()
start = bonds(u0, N)+np.random.default_rng(1).uniform(-0.02, 0.02, N)
res = minimize(energy_grad, start, jac=True, method='L-BFGS-B',
               options={'ftol': 1e-15, 'gtol': 1e-8, 'maxiter': 500})
dev = np.abs(res.x-res.x.mean()-bonds(u0, N)).max()
assert dev < 1e-4

# logarithm at half filling, none at quarter filling
N = 400
gh = [(e0-ring_el(bonds(u_of(z), N), N//2))/z**2 for z in (0.08, 0.04)]
assert abs((gh[1]-gh[0])/(2*t0/pi*np.log(2))-1) < 0.015   # O(z^2 L) remainder
cq = np.log(1+np.sqrt(2))-1/np.sqrt(2)
gq = [(ring_el(np.zeros(N), N//4)-ring_el(bonds(u_of(z), N), N//4))/z**2 for z in (1e-2, 1e-3)]
assert all(abs(g/(2*t0/pi*cq)-1) < 1e-3 for g in gq)       # O(1/N^2) ring error

gain = (4*t0/pi)*(ellipe(1-z0**2)-1); cost = 2*K*u0**2
print(f"inputs: t0 = {t0} eV, alpha = {alpha} eV/A, K = {K} eV/A^2")
print(f"lambda = {lam:.5f}, 1/(2 lambda) = {1/(2*lam):.5f}, 2/pi = {2/pi:.5f}")
print(f"e(0) = {e0:.5f} eV/site, 4K = {4*K:.1f} eV/A^2")
print(f"stretch force 4alpha/pi = {4*alpha/pi:.4f} eV/A, free shrink = {4*alpha/(pi*K):.4f} A")
print(f"u per unit z: t0/(2 alpha) = {u_of(1):.5f} A")
print(f"weak coupling: z = {zw:.5f}, L = {Lw:.5f}, u = {u_of(zw):.5f} A")
print(f"correction exponent = {corr:.5f}, corrected z = {z1:.5f}, u = {u_of(z1):.5f} A")
print(f"exact z0 = {z0:.5f}, m = {1-z0**2:.6f}")
print(f"KK = {ellipk(1-z0**2):.6f}, EE = {ellipe(1-z0**2):.6f}, F = {F(z0):.5f}")
print(f"exact u0 = {u0:.5f} A = {u0/bohr:.5f} bohr")
print(f"ring N=200 direct minimum u = {ur:.5f} A")
print(f"weak-coupling error in u = {100*(zw/z0-1):.2f} %, corrected = {100*(z1/z0-1):.2f} %")
print(f"long minus short bond along chain 4u0 = {4*u0:.4f} A")
print(f"hoppings: {t0+2*alpha*u0:.4f} eV, {t0-2*alpha*u0:.4f} eV")
print(f"gap 8 alpha u0 = {8*alpha*u0:.4f} eV = {8*alpha*u0/hartree:.5f} Ha")
print(f"weak-coupling gap = {4*t0*zw:.4f} eV")
print(f"electronic gain = {1e3*gain:.3f} meV/site, elastic cost = {1e3*cost:.3f} meV/site")
print(f"net gain = {1e3*(gain-cost):.3f} meV/site = {1e3*(gain-cost)/hartree:.4f} mHa/site")
print(f"weak-coupling net gain t0 z^2/pi = {1e3*t0*zw**2/pi:.3f} meV/site")
print(f"break-even: exact z = {zc:.5f}, u = {u_of(zc):.5f} A")
print(f"break-even: weak z = {zw*np.exp(0.5):.5f}, u = {u_of(zw*np.exp(0.5)):.5f} A")
print(f"z0^2 J = {z0**2*J(z0):.5f}")
print(f"curvature = {curv:.3f} eV/A^2 (ring {curv_ring:.3f} eV/A^2)")
print(f"curvature/4K = {curv/(4*K):.4f}, 2 lambda = {2*lam:.4f}")
print(f"dln u0/dln alpha = {sens:.3f} (ring {sens_ring:.3f}), 1/lambda-1 = {1/lam-1:.3f}")
print(f"full relaxation N=100: max bond deviation = {dev:.1e} A")
print(f"half filling gain/z^2 at z=0.08, 0.04: {gh[0]:.4f}, {gh[1]:.4f} eV")
print(f"rise = {gh[1]-gh[0]:.4f} eV, (2t0/pi) ln2 = {2*t0/pi*np.log(2):.4f} eV")
print(f"quarter filling gain/z^2 at z=0.01, 0.001: {gq[0]:.4f}, {gq[1]:.4f} eV")
print(f"quarter filling constant = {cq:.5f}, formula gain/z^2 = {2*t0/pi*cq:.4f} eV")
print(f"elastic cost/z^2 = {t0/(pi*lam):.4f} eV")
print("u (A), z, gain, cost, e-e(0) exact, e-e(0) log formula (meV/site)")
for u in (0.01, 0.02, 0.03, 0.04, 0.05, 0.06, 0.07, 0.08):
    z = 2*alpha*u/t0; g = (4*t0/pi)*(ellipe(1-z*z)-1); c = 2*K*u*u
    ap = -(2*t0/pi)*z*z*(np.log(4/z)-0.5-1/(2*lam))
    print(f"{u:.2f} {z:.4f} {1e3*g:8.3f} {1e3*c:8.3f} {1e3*(c-g):8.3f} {1e3*ap:8.3f}")
print("no test failed")
```

Printed output:

```
inputs: t0 = 2.5 eV, alpha = 4.1 eV/A, K = 21.0 eV/A^2
lambda = 0.20384, 1/(2 lambda) = 2.45291, 2/pi = 0.63662
e(0) = -3.18310 eV/site, 4K = 84.0 eV/A^2
stretch force 4alpha/pi = 5.2203 eV/A, free shrink = 0.2486 A
u per unit z: t0/(2 alpha) = 0.30488 A
weak coupling: z = 0.12661, L = 3.45291, u = 0.03860 A
correction exponent = 0.02548, corrected z = 0.12988, u = 0.03960 A
exact z0 = 0.13008, m = 0.983080
KK = 3.436287, EE = 1.024880, F = 2.45291
exact u0 = 0.03966 A = 0.07494 bohr
ring N=200 direct minimum u = 0.03966 A
weak-coupling error in u = -2.66 %, corrected = -0.15 %
long minus short bond along chain 4u0 = 0.1586 A
hoppings: 2.8252 eV, 2.1748 eV
gap 8 alpha u0 = 1.3008 eV = 0.04780 Ha
weak-coupling gap = 1.2661 eV
electronic gain = 79.195 meV/site, elastic cost = 66.053 meV/site
net gain = 13.142 meV/site = 0.4830 mHa/site
weak-coupling net gain t0 z^2/pi = 12.757 meV/site
break-even: exact z = 0.21575, u = 0.06578 A
break-even: weak z = 0.20875, u = 0.06364 A
z0^2 J = 0.95809
curvature = 32.810 eV/A^2 (ring 32.810 eV/A^2)
curvature/4K = 0.3906, 2 lambda = 0.4077
dln u0/dln alpha = 4.120 (ring 4.121), 1/lambda-1 = 3.906
full relaxation N=100: max bond deviation = 1.3e-07 A
half filling gain/z^2 at z=0.08, 0.04: 5.4412, 6.5369 eV
rise = 1.0957 eV, (2t0/pi) ln2 = 1.1032 eV
quarter filling gain/z^2 at z=0.01, 0.001: 0.2774, 0.2774 eV
quarter filling constant = 0.17427, formula gain/z^2 = 0.2774 eV
elastic cost/z^2 = 3.9039 eV
u (A), z, gain, cost, e-e(0) exact, e-e(0) log formula (meV/site)
0.01 0.0328    7.371    4.200   -3.171   -3.169
0.02 0.0656   24.762   16.800   -7.962   -7.928
0.03 0.0984   49.538   37.800  -11.738  -11.590
0.04 0.1312   80.340   67.200  -13.140  -12.723
0.05 0.1640  116.254  105.000  -11.254  -10.328
0.06 0.1968  156.601  151.200   -5.401   -3.634
0.07 0.2296  200.850  205.800    4.950    7.987
0.08 0.2624  248.573  268.800   20.227   25.065
no test failed
```
